# Isotropic Longitudinal Piezoresistance on a (111) Wafer: verification in Python

```python
"""
Result under test: for a cubic crystal (class m-3m) the longitudinal
piezoresistance coefficient is the same for all directions in a (111) plane:
    pi_l = (p11 + p12 + p44)/2,   pi_t = (p11 + 5 p12 - p44)/6.
Definition: (change of rho_ij)/rho0 = sum_kl P_ijkl stress_kl,
    p11 = P_1111, p12 = P_1122, p44 = 2 P_2323, tension positive.
n: direction of current; m: in-plane perpendicular; z: wafer normal.
theta: angle of n from [1,-1,0] toward [1,1,-2].
A = p11 - p12 - p44 measures the cubic anisotropy.
A six-valley model of n-type silicon gives a microscopic check and sizes
the effects that the linear law neglects.
"""
import itertools
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants as const
from scipy.optimize import brentq

PAIR = {(0, 0): 0, (1, 1): 1, (2, 2): 2, (1, 2): 3, (0, 2): 4, (0, 1): 5}


def cubic_tensor(p11, p12, p44, dtype=float):
    """Full tensor from the 6x6 matrix; shear stress occurs twice in the sum."""
    matrix = np.zeros((6, 6), dtype=dtype)
    for a in range(3):
        for b in range(3):
            matrix[a, b] = p11 if a == b else p12
        matrix[a + 3, a + 3] = p44
    full = np.zeros((3, 3, 3, 3), dtype=dtype)
    for i, j, k, l in itertools.product(range(3), repeat=4):
        row, col = PAIR[tuple(sorted((i, j)))], PAIR[tuple(sorted((k, l)))]
        full[i, j, k, l] = matrix[row, col] / (1 if col < 3 else 2)
    return full


def contract(tensor, a, b, c, d):
    return np.einsum('ijkl,i,j,k,l->', tensor, a, b, c, d)


E1 = np.array([1, -1, 0]) / np.sqrt(2)
E2 = np.array([1, 1, -2]) / np.sqrt(6)
E3 = np.array([1, 1, 1]) / np.sqrt(3)
X, Y, Z = np.eye(3)
angles = np.linspace(0, 2 * np.pi, 360, endpoint=False)


def directions(theta, a=E1, b=E2):
    return (np.cos(theta) * a + np.sin(theta) * b,
            -np.sin(theta) * a + np.cos(theta) * b)


def longitudinal_scan(tensor, a=E1, b=E2):
    result = []
    for t in angles:
        n = directions(t, a, b)[0]
        result.append(contract(tensor, n, n, n, n))
    return np.array(result)


# ---- exact symbolic contraction of the full tensor, arbitrary coefficients
q11, q12, q44, c, s = sp.symbols('q11 q12 q44 c s')
sym = cubic_tensor(q11, q12, q44, dtype=object)
u1 = [1 / sp.sqrt(2), -1 / sp.sqrt(2), 0]
u2 = [1 / sp.sqrt(6), 1 / sp.sqrt(6), -2 / sp.sqrt(6)]
ns = [c * a + s * b for a, b in zip(u1, u2)]
ms = [-s * a + c * b for a, b in zip(u1, u2)]


def symbolic_contract(a, b):
    return sum(sym[i, j, k, l] * a[i] * a[j] * b[k] * b[l]
               for i, j, k, l in itertools.product(range(3), repeat=4))


unit = (c**2 + s**2)**2
assert sp.expand(symbolic_contract(ns, ns) - (q11 + q12 + q44) / 2 * unit) == 0
assert sp.expand(symbolic_contract(ms, ns)
                 - (q11 + 5 * q12 - q44) / 6 * unit) == 0

# ---- symmetry: average a random tensor over rotation groups
rng = np.random.default_rng(7)
raw = rng.normal(size=(3, 3, 3, 3))
raw = raw + raw.transpose(1, 0, 2, 3)
raw = raw + raw.transpose(0, 1, 3, 2)


def group_average(tensor, operations):
    return sum(np.einsum('ia,jb,kc,ld,abcd->ijkl', R, R, R, R, tensor,
                         optimize=True) for R in operations) / len(operations)


cubic_group = []
for perm in itertools.permutations(range(3)):
    for signs in itertools.product([1, -1], repeat=3):
        R = np.diag(signs) @ np.eye(3)[list(perm)]
        if np.linalg.det(R) > 0:
            cubic_group.append(R)
assert len(cubic_group) == 24
averaged = group_average(raw, cubic_group)
rebuilt = cubic_tensor(averaged[0, 0, 0, 0], averaged[0, 0, 1, 1],
                       2 * averaged[1, 2, 1, 2])
assert np.allclose(averaged, rebuilt, atol=1e-12)
cycle = np.eye(3)[[1, 2, 0]]
threefold = group_average(raw, [np.eye(3), cycle, cycle @ cycle])
quarter = np.array([[0., -1, 0], [1, 0, 0], [0, 0, 1]])
fourfold = group_average(raw, [np.linalg.matrix_power(quarter, k)
                               for k in range(4)])
assert np.ptp(longitudinal_scan(threefold)) < 1e-12
assert not np.allclose(threefold, averaged, atol=1e-3)
assert np.ptp(longitudinal_scan(fourfold, X, Y)) > 1e-3

# ---- rough typical coefficients of lightly doped silicon, 1/TPa
n_set = (-1000.0, 500.0, -140.0)
p_set = (70.0, -10.0, 1400.0)
p11, p12, p44 = n_set
A = p11 - p12 - p44
P = cubic_tensor(*n_set)
scan111 = longitudinal_scan(P)
scan001 = longitudinal_scan(P, X, Y)
pi_l = scan111.mean()
pi_t = contract(P, E2, E2, E1, E1)
assert np.ptp(scan111) < 1e-9
for _ in range(20):
    n = rng.normal(size=3)
    n /= np.linalg.norm(n)
    quartic = (n[0]*n[1])**2 + (n[1]*n[2])**2 + (n[2]*n[0])**2
    assert abs(contract(P, n, n, n, n) - (p11 - 2 * A * quartic)) < 1e-9
    stress = rng.normal(size=(3, 3))
    stress = stress + stress.T
    direct = np.einsum('ijkl,kl->ij', P, stress)
    compact = (p12 * np.trace(stress) * np.eye(3) + p44 * stress
               + A * np.diag(np.diag(stress)))
    assert np.allclose(direct, compact, atol=1e-9)

# any in-plane stress gives an isotropic in-plane law
plane = np.array([E1, E2])
for _ in range(5):
    s2 = rng.normal(size=(2, 2))
    s2 = s2 + s2.T
    full_change = np.einsum('ijkl,kl->ij', P, plane.T @ s2 @ plane)
    law = pi_t * np.trace(s2) * np.eye(2) + (pi_l - pi_t) * s2
    assert np.allclose(plane @ full_change @ plane.T, law, atol=1e-9)

# field normal to the wafer varies as sin(3 theta)
for t in angles[::7]:
    n = directions(t)[0]
    assert abs(contract(P, n, E3, n, n)
               - A * np.sin(3 * t) / (3 * np.sqrt(2))) < 1e-9


# off-cut wafer: normal tilted from [111] toward [1,1,-2]
def offcut_scan(tilt):
    return longitudinal_scan(P, E1, np.cos(tilt) * E2 - np.sin(tilt) * E3)


small = 1e-3
elevation = -small * np.sin(angles)
linear_law = pi_l + 2 * np.sqrt(2) / 3 * A * elevation * np.sin(3 * angles)
assert np.max(abs(offcut_scan(small) - linear_law)) < 10 * abs(A) * small**2
offcut_deg = 4.0
off = offcut_scan(np.radians(offcut_deg))

# ---- stressed resistor: 100 MPa = 1e-4 TPa
stress_pa = 100e6
stress_tpa = stress_pa * 1e-12
R0 = 1000.0
change = pi_l * stress_tpa
n30 = directions(np.pi / 6)[0]
rho = np.eye(3) + stress_tpa * np.einsum('ijkl,k,l->ij', P, n30, n30)
normal_field = E3 @ rho @ n30 / (n30 @ rho @ n30)
short_shift = -(n30 @ rho @ E3)**2 / (E3 @ rho @ E3)

# ---- elasticity (rough silicon constants) and dimensional change
C11, C12, C44 = 166e9, 64e9, 80e9
stiff = np.diag([C11 - C12] * 3 + [C44] * 3)
stiff[:3, :3] += C12
comp = np.linalg.inv(stiff)
S = cubic_tensor(comp[0, 0], comp[0, 1], comp[3, 3] / 2)
geometry = []
for t in angles:
    n, m = directions(t)
    geometry.append(contract(S, n, n, n, n) - contract(S, m, m, n, n)
                    - contract(S, E3, E3, n, n))
geometry = np.array(geometry) * 1e12
assert np.ptp(geometry) < 1e-9

# ---- six-valley model of n-type silicon (rough parameters)
Xi_u, ml, mt = 9.0, 0.92, 0.19
T0, T_hot = 300.0, 400.0
density_cm3 = 1e18
grid = np.arange(0, 9, 0.01)


def fermi_half(eta):
    """Normalised Fermi integral of order 1/2, energy = grid**2."""
    return 4 / np.sqrt(np.pi) * 0.01 * np.sum(
        grid**2 / (1 + np.exp(grid**2 - eta)))


def valley_density(T):
    mass = (ml * mt**2)**(1 / 3) * const.m_e
    return 2 * (2 * np.pi * mass * const.k * T / const.h**2)**1.5


def valley_rho(stress, T=T0, density=None):
    """Resistivity tensor / unstressed value at fixed electron density."""
    strain = np.einsum('ijkl,kl->ij', S, stress)
    shift = Xi_u * np.diag(strain) / (const.k * T / const.e)
    if density is None:
        weight = np.exp(-shift)
    else:
        per_axis = 2 * valley_density(T)
        eta = brentq(lambda e: per_axis * sum(fermi_half(e - x) for x in shift)
                     / density - 1, -20, 20, xtol=1e-14, rtol=1e-14)
        weight = np.array([fermi_half(eta - x) for x in shift])
    weight = weight / weight.sum()
    mobility = np.full((3, 3), 1 / mt) + np.eye(3) * (1 / ml - 1 / mt)
    return np.diag(mobility.mean() / (mobility @ weight))


def valley_coefficients(stress_shape, T=T0, density=None, h=1e6):
    """Linear response tensor to a unit stress shape, in 1/TPa."""
    return (valley_rho(h * stress_shape, T, density)
            - valley_rho(-h * stress_shape, T, density)) / (2 * h) * 1e12


axial = valley_coefficients(np.outer(X, X))
v11, v12 = axial[0, 0], axial[1, 1]
v44 = valley_coefficients(np.outer(X, Y) + np.outer(Y, X))[0, 1]
ratio = ml / mt
v11_formula = (-2 / 3 * Xi_u * (comp[0, 0] - comp[0, 1])
               / (const.k * T0 / const.e) * (ratio - 1) / (2 * ratio + 1) * 1e12)
assert abs(v11 / v11_formula - 1) < 1e-4
assert abs(v12 / v11 + 0.5) < 1e-4
assert abs(v44) < 1e-6
for t in angles[::31]:
    n = directions(t)[0]
    value = n @ valley_coefficients(np.outer(n, n)) @ n
    assert abs(value / ((v11 + v12 + v44) / 2) - 1) < 1e-4
n0 = directions(0.0)[0]
v_cold = n0 @ valley_coefficients(np.outer(n0, n0)) @ n0
v_hot = n0 @ valley_coefficients(np.outer(n0, n0), T_hot) @ n0
dens = density_cm3 * 1e6
v_deg = n0 @ valley_coefficients(np.outer(n0, n0), T0, dens) @ n0
eta0 = brentq(lambda e: 6 * valley_density(T0) * fermi_half(e) / dens - 1,
              -20, 20)
z = -mp.e**eta0
degeneracy = float(mp.re(mp.polylog(0.5, z) / mp.polylog(1.5, z)))
assert abs(v_deg / v_cold - degeneracy) < 1e-4


def finite_scan(stress_value):
    result = []
    for t in angles:
        n = directions(t)[0]
        result.append(n @ valley_rho(stress_value * np.outer(n, n)) @ n - 1)
    return np.array(result)


def harmonics(values):
    return abs(np.fft.rfft(values)) / len(values)


finite = finite_scan(stress_pa)
spectrum = harmonics(finite)
assert max(spectrum[1:6]) < 1e-13 and spectrum[6] > 1e-6
order = harmonics(finite_scan(2e6))[6] / harmonics(finite_scan(1e6))[6]
assert abs(order - 4) < 0.05

# ---- numbers for the text
print("n-Si input p11, p12, p44 (1/TPa):", *n_set)
print(f"n-Si anisotropy A = {A:.0f} 1/TPa")
print("theta (deg): pi_l on (111), pi_l on (001) from [100] (1/TPa)")
for deg in (0, 15, 30, 45, 90):
    print(f"  {deg:2d}: {scan111[deg]:8.1f} {scan001[deg]:8.1f}")
print(f"n-Si (111) pi_l = {pi_l:.1f}, pi_t = {pi_t:.1f} 1/TPa")
print(f"n-Si (111) pi_l - pi_t = {pi_l - pi_t:.1f} 1/TPa")
Pp = cubic_tensor(*p_set)
p111, p001 = longitudinal_scan(Pp), longitudinal_scan(Pp, X, Y)
print("p-Si input p11, p12, p44 (1/TPa):", *p_set)
print(f"p-Si (111) pi_l = {p111.mean():.1f} 1/TPa")
print(f"p-Si (001) pi_l from {p001.min():.1f} to {p001.max():.1f} 1/TPa")
print(f"Stress = {stress_pa/1e6:.0f} MPa; R0 = {R0:.0f} ohm")
print(f"Relative resistivity change = {100*change:.2f} %")
print(f"Resistance change = {R0*change:.1f} ohm")
print(f"Elastic input C11, C12, C44 = {C11/1e9:.0f}, {C12/1e9:.0f}, "
      f"{C44/1e9:.0f} GPa")
print(f"Dimensional term = {geometry.mean():.2f} 1/TPa")
print(f"Dimensional resistance change = "
      f"{100*geometry.mean()*stress_tpa:.3f} %")
print(f"Off-cut {offcut_deg:.0f} deg: pi_l from {off.min():.1f} "
      f"to {off.max():.1f} 1/TPa")
print(f"Normal/longitudinal field at theta 30 deg = {100*normal_field:.2f} %")
print(f"Resistivity shift if normal field shorted = {100*short_shift:.3f} %")
print(f"Valley model input: Xi_u = {Xi_u:.1f} eV, ml = {ml}, mt = {mt} m_e")
print(f"Valley model p11, p12 = {v11:.1f}, {v12:.1f} 1/TPa")
print(f"Valley model p44 = {abs(v44):.1f} 1/TPa")
print(f"Valley model (111) pi_l at {T0:.0f} K = {v_cold:.1f} 1/TPa")
print(f"Valley model (111) pi_l at {T_hot:.0f} K = {v_hot:.1f} 1/TPa")
print(f"Electron density = {density_cm3:.0e} cm^-3")
print(f"Degeneracy factor on pi_l = {degeneracy:.4f}")
print(f"Valley model, linear change at full stress = "
      f"{100*v_cold*stress_tpa:.3f} %")
print(f"Valley model, full change from {100*finite.min():.3f} "
      f"to {100*finite.max():.3f} %")
print(f"Sixfold part: growth on doubling a small stress = {order:.3f}")
print("verified")
```

It prints:

```
n-Si input p11, p12, p44 (1/TPa): -1000.0 500.0 -140.0
n-Si anisotropy A = -1360 1/TPa
theta (deg): pi_l on (111), pi_l on (001) from [100] (1/TPa)
   0:   -320.0  -1000.0
  15:   -320.0   -830.0
  30:   -320.0   -490.0
  45:   -320.0   -320.0
  90:   -320.0  -1000.0
n-Si (111) pi_l = -320.0, pi_t = 273.3 1/TPa
n-Si (111) pi_l - pi_t = -593.3 1/TPa
p-Si input p11, p12, p44 (1/TPa): 70.0 -10.0 1400.0
p-Si (111) pi_l = 730.0 1/TPa
p-Si (001) pi_l from 70.0 to 730.0 1/TPa
Stress = 100 MPa; R0 = 1000 ohm
Relative resistivity change = -3.20 %
Resistance change = -32.0 ohm
Elastic input C11, C12, C44 = 166, 64, 80 GPa
Dimensional term = 8.38 1/TPa
Dimensional resistance change = 0.084 %
Off-cut 4 deg: pi_l from -415.4 to -272.2 1/TPa
Normal/longitudinal field at theta 30 deg = -3.31 %
Resistivity shift if normal field shorted = -0.102 %
Valley model input: Xi_u = 9.0 eV, ml = 0.92, mt = 0.19 m_e
Valley model p11, p12 = -818.2, 409.1 1/TPa
Valley model p44 = 0.0 1/TPa
Valley model (111) pi_l at 300 K = -204.6 1/TPa
Valley model (111) pi_l at 400 K = -153.4 1/TPa
Electron density = 1e+18 cm^-3
Degeneracy factor on pi_l = 0.9873
Valley model, linear change at full stress = -2.046 %
Valley model, full change from -2.057 to -1.870 %
Sixfold part: growth on doubling a small stress = 3.997
verified
```
